# Why an Immobile Alloy Component Can Stop Tracer Diffusion on fcc: a numerical check

```python
# Result under test: A tracers in an fcc alloy with immobile B atoms have zero
# long-time diffusivity unless the mobile (non-B) sites form a wrapping cluster.
# p: fraction of mobile sites; w: A-vacancy exchange rate; a: cubic lattice edge.
# f: tracer diffusivity divided by its value for uncorrelated jumps.
# Periodic rhombohedral cells with L^3 sites; internal length a/2, time 1/w.
import numpy as np
from scipy import constants as const
from scipy.sparse import csr_matrix, diags
from scipy.sparse.csgraph import connected_components

rng = np.random.default_rng(2024)
HALF = [(1, 0, 0), (0, 1, 0), (0, 0, 1), (1, -1, 0), (1, 0, -1), (0, 1, -1)]
DIRS = np.array(HALF + [tuple(-c for c in d) for d in HALF])
CART = DIRS @ np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
assert np.all(np.sum(CART**2, axis=1) == 2)
# A displacement is packed into one integer, additive under vector addition.
CODES = [int(d[0] + 10**4 * d[1] + 10**8 * d[2]) for d in DIRS]


def neighbour_table(L):
    xyz = np.indices((L, L, L)).reshape(3, -1).T
    table = np.empty((L**3, 12), dtype=int)
    for k, d in enumerate(DIRS):
        q = (xyz + d) % L
        table[:, k] = (q[:, 0] * L + q[:, 1]) * L + q[:, 2]
    return table


def find(parent, shift, site):
    """Root of a site's cluster and unwrapped position relative to the root."""
    path = []
    while parent[site] != site:
        path.append(site)
        site = parent[site]
    total = 0
    for s in reversed(path):
        total += shift[s]
        shift[s] = total
        parent[s] = site
    return site, total


def first_wrap(order, table):
    """Number of sites added when a cluster first closes around the cell."""
    parent = [-1] * len(table)
    shift = [0] * len(table)
    for count, s in enumerate(order, 1):
        parent[s] = s
        for t, code in zip(table[s], CODES):
            if parent[t] < 0:
                continue
            rs, os = find(parent, shift, s)
            rt, ot = find(parent, shift, t)
            if rs == rt:
                if os + code != ot:
                    return count
            else:
                parent[rs] = rt
                shift[rs] = ot - os - code
    return len(order) + 1


def mobile_bonds(mobile, table):
    index = np.full(len(table), -1)
    index[mobile] = np.arange(len(mobile))
    nb = index[table[mobile]]
    j, k = np.nonzero(nb >= 0)
    return j, nb[j, k], CART[k]


def cluster_labels(mobile, table):
    j, m, _ = mobile_bonds(mobile, table)
    n = len(mobile)
    graph = csr_matrix((np.ones(len(j)), (j, m)), shape=(n, n))
    return connected_components(graph, directed=False)[1]


def wrapping_share(mobile, table, table_list):
    """Share of exchange bonds that lie in wrapping clusters."""
    labels = cluster_labels(mobile, table)
    j, _, _ = mobile_bonds(mobile, table)
    wraps = np.zeros(labels.max() + 1, dtype=bool)
    for c in range(len(wraps)):
        sites = mobile[labels == c].tolist()
        wraps[c] = first_wrap(sites, table_list) <= len(sites)
    return np.mean(wraps[labels[j]])


def state_graph(mobile, table):
    """Transitions between (tracer, vacancy) states and tracer displacements."""
    n = len(mobile)
    j, m, step = mobile_bonds(mobile, table)
    tracer, bond = np.nonzero(np.arange(n)[:, None] != j[None, :])
    J, M = j[bond], m[bond]
    swap = tracer == M
    rows = tracer * n + J
    cols = np.where(swap, J, tracer) * n + M
    move = np.where(swap[:, None], -step[bond], 0)
    return n, rows, cols, move


def solve(K, b):
    """Conjugate gradients for several right-hand sides of a singular system."""
    x, r = np.zeros_like(b), b.copy()
    d, rr = r.copy(), np.sum(b * b, axis=0)
    goal = 1e-16 * rr
    for _ in range(30000):
        active = rr > goal
        if not active.any():
            return x
        q = K @ d
        den = np.sum(d * q, axis=0)
        alpha = np.where(active, rr / np.where(den > 0, den, 1), 0)
        x += alpha * d
        r -= alpha * q
        new = np.sum(r * r, axis=0)
        beta = np.where(active, new / np.where(rr > 0, rr, 1), 0)
        d = r + beta * d
        rr = new
    raise RuntimeError("linear solver did not converge")


def transport(mobile, table):
    """Uncorrelated and true diffusivity along x, y, z, summed over states."""
    n, rows, cols, move = state_graph(mobile, table)
    size = n * n
    A = csr_matrix((np.ones(len(rows)), (rows, cols)), shape=(size, size))
    K = (diags(np.bincount(rows, minlength=size).astype(float)) - A).tocsr()
    v = np.stack([np.bincount(rows, weights=move[:, c], minlength=size)
                  for c in range(3)], axis=1)
    bare = 0.5 * np.sum(move**2, axis=0)
    x = solve(K, v)
    return bare, bare - np.sum(2 * v * x - x * (K @ x), axis=0)


def msd_x(mobile, table, times, k):
    """Mean squared x displacement from the phase-twisted generator."""
    n, rows, cols, move = state_graph(mobile, table)
    H = np.zeros((n * n, n * n), dtype=complex)
    H[rows, cols] = -np.exp(1j * k * move[:, 0])
    H[np.diag_indices(n * n)] = np.bincount(rows, minlength=n * n)
    assert np.allclose(H, H.conj().T)
    val, vec = np.linalg.eigh(H)
    weight = np.abs(vec.sum(axis=0))**2
    loss = np.array([np.sum(-weight * np.expm1(-val * t)) for t in times])
    return 2 * loss / (k * k * n * (n - 1))


# Percolation threshold from the first wrapping event
print("fcc percolation of mobile sites (fractions, no unit)")
samples = {}
for L, count in ((8, 400), (16, 250), (32, 80)):
    table_list = neighbour_table(L).tolist()
    samples[L] = np.array([first_wrap(rng.permutation(L**3).tolist(),
                                      table_list) for _ in range(count)]) / L**3
    s = samples[L]
    print(f"L={L}: samples {count}, mean first-wrap p {s.mean():.4f}, "
          f"spread {s.std(ddof=1):.4f}")
    print(f"  wrapped share at p=0.15: {np.mean(s <= 0.15):.3f}, "
          f"at p=0.25: {np.mean(s <= 0.25):.3f}")


def intercept(data):
    mean = [s.mean() for s in data]
    spread = [s.std(ddof=1) for s in data]
    weights = [np.sqrt(len(s)) / s.std(ddof=1) for s in data]
    return np.polyfit(spread, mean, 1, w=weights)[1]


pc = intercept(list(samples.values()))
boot = [intercept([rng.choice(s, len(s)) for s in samples.values()])
        for _ in range(300)]
print(f"extrapolated threshold p_c: {pc:.4f} +- {np.std(boot):.4f} (statistical)")
print(f"path-counting lower bound 1/11: {1 / 11:.4f}")
assert np.all(samples[32] > 0.15) and np.all(samples[32] < 0.25)
assert samples[8].std() > samples[16].std() > samples[32].std()

# Independent bracket: largest cluster as a share of the mobile sites
largest = {}
for L, count in ((16, 40), (48, 4)):
    table = neighbour_table(L)
    for p in (0.16, 0.24):
        share = []
        for _ in range(count):
            mobile = rng.permutation(L**3)[:round(p * L**3)]
            share.append(np.bincount(cluster_labels(mobile, table)).max()
                         / len(mobile))
        largest[L, p] = np.mean(share)
for p in (0.16, 0.24):
    print(f"largest-cluster share at p={p}: L=16 {largest[16, p]:.4f}, "
          f"L=48 {largest[48, p]:.4f}")
assert largest[48, 0.16] < largest[16, 0.16] / 3
assert abs(largest[48, 0.24] / largest[16, 0.24] - 1) < 0.15
assert 0.16 < pc < 0.24

# Single-file ring: solver against the closed form 1/(n-1)
for L in (6, 12):
    bare, true = transport(np.arange(L) * L * L, neighbour_table(L))
    f_ring = true.sum() / bare.sum()
    assert abs(f_ring - 1 / (L - 1)) < 1e-7
    print(f"straight ring of {L} sites: f = {f_ring:.5f}")

# Random cells: f against the wrapping criterion and the bond-share bound
L = 6
table = neighbour_table(L)
table_list = table.tolist()
f_mean = {}
print(f"tracer correlation factor, {L**3}-site cells, one vacancy")
for p in (0.10, 0.15, 0.20, 0.25, 0.30, 0.40, 0.60, 1.00):
    n = round(p * L**3)
    count = 1 if p == 1 else 8
    bare_sum = true_sum = 0.0
    shares = []
    for _ in range(count):
        mobile = rng.permutation(L**3)[:n]
        bare, true = transport(mobile, table)
        f = true.sum() / bare.sum()
        share = wrapping_share(mobile, table, table_list)
        shares.append(share)
        assert f <= share + 1e-8
        assert (f > 1e-6) if share > 0 else (abs(f) < 1e-8)
        bare_sum += bare.sum()
        true_sum += true.sum()
    f_mean[p] = true_sum / bare_sum
    if p >= 0.4:
        # bare sum equals the number of directed bonds, since d^2/2 = 1
        assert abs(bare_sum / count / (12 * n * (n - 1) / (L**3 - 1)) - 1) < 0.1
    print(f"  p={p:.2f}: f = {abs(f_mean[p]):.5f}, wrapping bond share "
          f"{np.mean(shares):.3f}, cells wrapped {np.count_nonzero(shares)}/{count}")
assert f_mean[0.15] < f_mean[0.30] < f_mean[0.60] < f_mean[1.00]

# One added mobile site switches transport on
order = rng.permutation(L**3)
n_on = first_wrap(order.tolist(), table_list)
f_switch = []
for n in (n_on - 1, n_on):
    bare, true = transport(order[:n], table)
    f_switch.append(true.sum() / bare.sum())
    print(f"same cell with {n} mobile sites: f = {abs(f_switch[-1]):.3e}")
assert abs(f_switch[0]) < 1e-8 and f_switch[1] > 1e-6

# Mean squared displacement from its definition, 64-site cell
a = 3.6
unit = (a / 2)**2
small = neighbour_table(4)
order = rng.permutation(64)
n_on = first_wrap(order.tolist(), small.tolist())
blocked, opened = order[:n_on - 1], order[:26]
assert n_on <= 26
times = [1e-3, 1.0, 10.0, 100.0, 2e4, 4e4]
m_blocked = msd_x(blocked, small, times, 3e-3)
n = len(blocked)
bare, true = transport(blocked, small)
assert abs(m_blocked[0] / (2 * bare[0] * times[0] / (n * (n - 1))) - 1) < 0.01
assert abs(m_blocked[5] / m_blocked[4] - 1) < 2e-3
m_open = msd_x(opened, small, times, 2e-4)
bare, true = transport(opened, small)
slope = (m_open[5] - m_open[4]) / (times[5] - times[4])
predicted = 2 * true[0] / (26 * 25)
assert abs(slope / predicted - 1) < 3e-3
print(f"64-site cell: blocked with {n} mobile sites, open with 26")
for i in range(1, 6):
    print(f"  wt={times[i]:.0f}: x-MSD blocked {m_blocked[i] * unit:.4f}, "
          f"open {m_open[i] * unit:.4f} angstrom^2")
print(f"open-cell x-MSD slope: direct {slope * unit:.5f}, "
      f"linear solve {predicted * unit:.5f} angstrom^2 per 1/w")

# Round model parameters turned into diffusivities
T, nu, E_A, E_B, y = 1000.0, 1e13, 0.8, 1.6, 1e-6
kT = const.k * T / const.e
w = nu * np.exp(-E_A / kT)
print(f"model: a={a} angstrom, T={T:.0f} K, kT={kT:.5f} eV, nu={nu:.1e} 1/s")
print(f"barriers A {E_A} eV, B {E_B} eV; vacancies per mobile site {y:.0e}")
print(f"A exchange rate w = {w:.4e} 1/s; "
      f"w_B/w = {np.exp(-(E_B - E_A) / kT):.3e}")
bohr = const.physical_constants["atomic unit of length"][0]
t_au = const.physical_constants["atomic unit of time"][0]
for p in (0.30, 0.60, 1.00):
    D = p * y * w * a**2 * f_mean[p]
    D_au = D * const.angstrom**2 * t_au / bohr**2
    print(f"p={p:.2f}: tracer D = {D:.4e} angstrom^2/s = {D_au:.3e} a.u.")
print("tests ok")
```

Printed output:

```
fcc percolation of mobile sites (fractions, no unit)
L=8: samples 400, mean first-wrap p 0.2039, spread 0.0242
  wrapped share at p=0.15: 0.020, at p=0.25: 0.990
L=16: samples 250, mean first-wrap p 0.2015, spread 0.0119
  wrapped share at p=0.15: 0.000, at p=0.25: 1.000
L=32: samples 80, mean first-wrap p 0.1993, spread 0.0060
  wrapped share at p=0.15: 0.000, at p=0.25: 1.000
extrapolated threshold p_c: 0.1980 +- 0.0009 (statistical)
path-counting lower bound 1/11: 0.0909
largest-cluster share at p=0.16: L=16 0.1228, L=48 0.0091
largest-cluster share at p=0.24: L=16 0.8577, L=48 0.8559
straight ring of 6 sites: f = 0.20000
straight ring of 12 sites: f = 0.09091
tracer correlation factor, 216-site cells, one vacancy
  p=0.10: f = 0.00000, wrapping bond share 0.000, cells wrapped 0/8
  p=0.15: f = 0.00300, wrapping bond share 0.105, cells wrapped 1/8
  p=0.20: f = 0.00434, wrapping bond share 0.359, cells wrapped 3/8
  p=0.25: f = 0.03770, wrapping bond share 0.842, cells wrapped 7/8
  p=0.30: f = 0.11324, wrapping bond share 0.999, cells wrapped 8/8
  p=0.40: f = 0.24935, wrapping bond share 0.999, cells wrapped 8/8
  p=0.60: f = 0.52538, wrapping bond share 1.000, cells wrapped 8/8
  p=1.00: f = 0.78644, wrapping bond share 1.000, cells wrapped 1/1
same cell with 36 mobile sites: f = 9.643e-16
same cell with 37 mobile sites: f = 9.601e-03
64-site cell: blocked with 8 mobile sites, open with 26
  wt=1: x-MSD blocked 0.1153, open 0.2925 angstrom^2
  wt=10: x-MSD blocked 0.2021, open 2.1780 angstrom^2
  wt=100: x-MSD blocked 0.2025, open 17.7426 angstrom^2
  wt=20000: x-MSD blocked 0.2025, open 3365.8160 angstrom^2
  wt=40000: x-MSD blocked 0.2025, open 6730.6202 angstrom^2
open-cell x-MSD slope: direct 0.16824, linear solve 0.16825 angstrom^2 per 1/w
model: a=3.6 angstrom, T=1000 K, kT=0.08617 eV, nu=1.0e+13 1/s
barriers A 0.8 eV, B 1.6 eV; vacancies per mobile site 1e-06
A exchange rate w = 9.2935e+08 1/s; w_B/w = 9.293e-05
p=0.30: tracer D = 4.0918e+02 angstrom^2/s = 3.534e-14 a.u.
p=0.60: tracer D = 3.7967e+03 angstrom^2/s = 3.280e-13 a.u.
p=1.00: tracer D = 9.4722e+03 angstrom^2/s = 8.182e-13 a.u.
tests ok
```
